Why a Boron Sheet in Silicon Shifts the Two Contact Barriers Oppositely

At a silicide contact to lightly doped silicon, both kinds of carrier meet an energy barrier. Suppose that boron gathers in the first nanometre of silicon and becomes ionized. Holes then cross the contact more easily, while electrons meet a higher barrier. One sheet of charge has done both, and the two changes have equal size at the band edges just beyond it. These notes find that shift, ask what each carrier meets on its way to the metal, and then weigh the effects that the simplest model leaves out.

## 1. The two barriers

The metal fills x < 0 and silicon fills x > 0. The metal's Fermi level EF is the zero of energy. At any depth, the conduction edge Ec and the valence edge Ev define two local barriers:

Φn = Ec − EF (electrons)

Φp = EF − Ev (holes)

The second has the opposite order because a hole is a missing electron: raising the electron energies makes a hole cheaper. Adding the two lines removes EF:

Φn + Φp = Ec − Ev = Eg

This holds when both edges are taken at the same depth. Without boron the barriers are Φn0 and Φp0, with Φn0 + Φp0 = Eg.

The example uses rough values in the regime of nickel monosilicide on silicon: Φn0 = 0.67 eV, Eg = 1.12 eV and therefore Φp0 = 0.45 eV. The boron sheet has N = 2×10¹³ cm⁻² at depth d = 1 nm, the relative permittivity is ε = 11.7, and the temperature is 300 K, so kT = 0.0259 eV.

## 2. The electrostatic contribution

An ionized boron atom has accepted an electron and carries charge −1 in atomic units, which are used in the algebra. The metal answers with positive charge on its surface. The pair of layers is a dipole, positive on the metal side.

Let n(x) be the density of ionized boron, φ the electrostatic potential it causes, and U = −φ the energy it adds to an electron. Poisson's equation with charge density −n is

(εφ′)′ = 4πn, hence (εU′)′ = −4πn

For now the metal is ideal, so U(0) = 0. Beyond the boron U′ = 0, because the metal charge balances the boron charge. The weak field of the substrate is treated separately in section 5.

Integrate from x to a point beyond all the boron, where U′ vanishes:

0 − εU′(x) = −4π ∫ₓ^∞ n(s) ds

εU′(x) = 4π ∫ₓ^∞ n(s) ds

For a thin sheet the integral is N when x < d and zero when x > d. A second integration from U(0) = 0 gives

U = 4πNx/ε for x < d

U = Δ = 4πNd/ε for x > d

For a spread layer, the second integration gives a double integral over 0 < x < s. Doing the x integral first supplies a factor s:

Δ = (4π/ε) ∫₀^∞ s n(s) ds

The shift thus depends on the total charge and its mean depth, not on the layer's shape.

For the numbers, one hartree times one bohr is 1.440 eV nm, and N = 0.2 nm⁻²:

Δ = 4π × 1.440 × 0.2 × 1.0 / 11.7 eV = 0.309 eV

This is 0.0114 hartree. A numerical solution of Poisson's equation gives 0.3093 eV for a narrow sheet, and the same value for a broad layer with the same mean depth.

The limits follow from the formula. If d → 0, the boron charge lies on its image charge and the shift vanishes. If the boron is neutral, N = 0 and there is no shift. Ionized donors have positive charge, so N is replaced by −N: the electron barrier beyond the sheet falls and the hole barrier rises.

## 3. Why both band edges move together

Beyond the sheet U is the constant Δ. If ψ is a crystal state with Hψ = Eψ, then

(H + Δ)ψ = (E + Δ)ψ

The state is unchanged and its energy rises by Δ, whether it belongs to the valence or the conduction band. Therefore

Φn = (Ec0 + Δ) − EF = Φn0 + Δ

Φp = EF − (Ev0 + Δ) = Φp0 − Δ

and the sum remains Φn0 + Φp0 = Eg. In the example,

Φn = 0.670 + 0.309 = 0.979 eV

Φp = 0.450 − 0.309 = 0.141 eV

The argument treats the plateau as a uniform region, although the potential varies near the metal. A model chain of atoms with two bands tests this: its states were calculated in the full potential U(x), and the edges were read from states extending through the plateau. They gave barriers of 0.979 and 0.141 eV, with sum 1.120 eV. When the chain's gap was reduced to 1.07 eV, the sum became 1.070 eV. An electrostatic shift therefore preserves the sum, while a change of gap alters it.

The sum rule does not identify the dipole's origin. A rearrangement of charge in the interface bonds would also move both edges together. Opposite barrier changes alone cannot tell such a dipole from an ionized boron sheet.

## 4. What the carriers meet: a step and a spike

The barriers above belong to the plateau beyond the sheet. A carrier must also pass through the first nanometre. For x < d the local barriers are

electron: Φn0 + 4πNx/ε

hole: Φp0 − 4πNx/ε

The electron barrier is highest on the plateau, so an electron entering the metal from silicon must reach the raised edge. The hole barrier is highest at x = 0, where it is still 0.450 eV. The boron has not lowered it there. It has turned most of the barrier into a triangular spike of height Δ and width d. Classically, a hole would still have to climb 0.450 eV. The hole current gains because holes can tunnel through the spike.

Let E be the hole's energy above the plateau, with 0 < E < Δ, and m its mass in electron masses. The spike stands Δ(1 − x/d) above the plateau, and the hole is in the forbidden region up to x = d(1 − E/Δ). The WKB transmission is T = exp(−S), with

S = 2 ∫ √{2m[Δ(1 − x/d) − E]} dx

Put w = Δ(1 − x/d) − E. Then dx = −(d/Δ) dw, and w runs from Δ − E down to zero:

S = 2√(2m) (d/Δ) ∫₀^(Δ−E) √w dw = (4/3) √(2m) d (Δ − E)^(3/2)/Δ

At the plateau energy, E = 0, this gives T = 0.22 for a light hole with m = 0.16 and T = 0.07 for a heavy hole with m = 0.50. These two rough masses stand for the light and heavy branches of the valence band. Its anisotropy is left out, and so is the change of the effective mass for energies inside the gap. Depending on direction the masses run from roughly 0.14 to 0.7, and at the heavy end T falls to about 0.04. The thermal factor for climbing the spike is exp(−0.3093/0.02585), about 6×10⁻⁶. Tunnelling is far more probable.

To express this as a barrier, average T over the thermal distribution and assign the lost current to an exponential factor:

⟨T⟩ = ∫₀^∞ T(E) exp(−E/kT) dE/kT

exp(−Φp,eff/kT) = exp(−Φp/kT) ⟨T⟩

Φp,eff = Φp − kT ln⟨T⟩

Here T is set to one above the spike. The WKB results are 0.175 eV for the light hole and 0.200 eV for the heavy one. WKB omits reflection and prefactors of order one, so the wave equation was also solved through the spike, with the metal represented by a flat level 1 eV below the plateau and the same mass throughout. It gives 0.173 and 0.190 eV. In this model the passage into the metal costs 0.03 to 0.05 eV, much less than the gain of 0.31 eV. Not all of this belongs to the spike. The bare step down to the metal level reflects slow holes and costs 0.023 eV with no spike at all, and about as much without boron; the spike adds only 0.01 to 0.03 eV to it. With the metal level 10 eV below the plateau instead of 1 eV, the total is 0.06 to 0.07 eV. The increase comes from the step, whose cost rises to 0.047 eV, while the part added by the spike stays the same.

This settles the meaning of the sum rule. Adding the wave-equation hole barriers to the electron barrier of 0.979 eV gives 1.152 and 1.169 eV, more than the gap. Nothing is wrong with the band edges: the electron barrier belongs to the plateau, while the effective hole barrier also contains the cost of crossing the spike and of reflection at the metal step, which has not been counted for the electrons. A thicker spike costs more. At fixed Δ, the exponent S is proportional to d.

## 5. The image force and the substrate field

A carrier at distance x from the metal is attracted by its own image at distance 2x. The force is 1/[ε(2x)²], and integrating it from x to infinity gives the energy −1/(4εx).

The electron barrier also feels the substrate. Take a lightly doped n-type substrate with donor density ND. If only the ionized donors are counted, the field falls linearly to zero over a depletion width W. With F the slope of the electron energy at the contact and V the total band bending,

F = 4πND W/ε and V = FW/2

Eliminating W = 2V/F gives F² = 8πND V/ε. For ND = 10¹⁶ cm⁻³ and a bulk conduction edge 0.20 eV above the Fermi level, V = 0.979 − 0.20 = 0.779 eV and F = 0.049 MV/cm. Over the sheet depth this changes the energy by 0.005 eV, so neglecting it in section 2 was justified here. The donor-only field is a slight underestimate: the raised valence edge also draws holes to the plateau (section 7). At equilibrium they increase F to about 0.06 MV/cm and the image lowering found below from 0.025 to about 0.026 eV.

Beyond the sheet the electron profile is Φn − Fx − 1/(4εx). Its maximum satisfies

−F + 1/(4εx²) = 0, hence x = 1/[2√(εF)]

Each of the two subtracted terms then equals ½√(F/ε), so the barrier is lowered by

√(F/ε) = 0.025 eV

The maximum lies at 2.5 nm, beyond the sheet, as the calculation requires.

For holes inside the sheet, the same algebra applies with slope 4πN/ε in place of F. The spike is lowered by

√(4πN)/ε = 0.195 eV

from 0.450 to 0.255 eV. The maximum lies at x = 1/[2√(4πN)] = 0.32 nm, before the sheet. Comparing the lowering with Δ shows when the spike still stands above the plateau value Φp:

4πNd/ε > √(4πN)/ε, or 4πNd² > 1

Here 4πNd² = 2.5, so a spike remains. For a shallower sheet with 4πNd² = 1, its top would just reach Φp. A classical image force with bulk permittivity is doubtful at 0.3 nm, so this is an estimate. The tunnelling barriers in section 4 omit it; a lower spike would transmit more holes. If this image force is included for both carriers, the WKB estimate gives barrier sums of about 1.11 and 1.12 eV for the light and heavy hole. In this estimate the excess over the gap found in section 4 largely disappears, but the sum is still not tied to the gap: the wave equation gives about 1.11 and 1.12 eV with the metal level 1 eV below the plateau, but about 1.14 and 1.15 eV with it 10 eV below. The difference matches the stronger reflection at the metal step, which is counted here for holes only.

## 6. Screening on the two sides of the interface

A real metal does not hold its charge in a layer of zero thickness. Let the field penetrate it with screening length λ, and take permittivity 1 there. For x < 0,

U″ = U/λ², so U = U(0) exp(x/λ) and U′(0) = U(0)/λ

The displacement is continuous at the interface. On the silicon side εU′ = 4πN, so on the metal side U(0)/λ = 4πN and

U(0) = 4πNλ

The total shift becomes 4πN(d + ελ)/ε. A short length in the metal counts ε times because the metal's own permittivity is taken as 1. For λ = 0.05 nm the addition is 0.181 eV, or 59% of Δ. This part also lowers the hole barrier at the interface itself, so it needs no tunnelling.

The total shift would be 0.309 + 0.181 = 0.490 eV, greater than Φp0 = 0.450 eV. The valence edge would rise above the Fermi level. The assumption of a fixed, fully ionized sheet without mobile holes would then fail, so 0.490 eV is not a prediction. It shows how sensitive the answer is to where the metal charge sits. A continuum description over 0.05 nm is itself crude.

Electronic states in the silicon near the interface act the other way. Let there be D states per energy and area at depth δ < d, neutral before the boron is added. When their energy rises by Uδ, they lose DUδ electrons and become positive. Between the metal and these states, the field is set by the net charge farther in, at the states and the boron together. Counted as negative charge, this is N − DUδ per area, so

Uδ = (4πδ/ε)(N − DUδ)

Uδ (1 + 4πDδ/ε) = 4πNδ/ε

Uδ = (4πNδ/ε)/(1 + 4πDδ/ε)

The remaining part of the shift, 4πN(d − δ)/ε, is unaffected. For D = 2×10¹⁴ eV⁻¹ cm⁻² and δ = 0.3 nm, both chosen as rough values, the total shift falls by 0.045 eV. As D → ∞, Uδ → 0 and the dipole length becomes d − δ: the states have taken over the metal's role as the place of the positive charge.

Neither kind of screening breaks the sum rule on the plateau. Each changes U, which both band edges share.

## 7. Ionization and mobile holes

The sheet raises the energy of its own acceptor level. That level lies EA = 0.045 eV above the valence edge. If a fraction f of the boron is ionized, the shift is fΔ and the level lies at EA − Φp0 + fΔ relative to EF. A neutral acceptor has four states, from spin and the two valence branches, while an ionized one has one. Hence

f = 1/{1 + 4 exp[(EA − Φp0 + fΔ)/kT]}

A larger shift brings the level closer to the Fermi level and reduces f, so the process limits itself. At 300 K the solution is f = 0.95, and the shift is 0.294 eV instead of 0.309 eV. At 400 K, with the gap and Φp0 held fixed, f = 0.90 and the shift is 0.280 eV. This is a mean-field result: with point acceptors at random positions in the sheet, close neighbours tend to stay neutral, and at 300 K f falls to about 0.90 and the shift to about 0.28 eV. The model also gives each boron atom the level of an isolated acceptor. Spread over 1 nm, the sheet would have a density of 2×10²⁰ cm⁻³, where neighbouring acceptors interact and a single sharp level is a rough description.

With full ionization, the plateau's valence edge lies 0.141 eV, or more than 5kT, below the Fermi level, so the holes there are not degenerate. For a rough valence density of states of 3×10¹⁹ cm⁻³, their density is 1.3×10¹⁷ cm⁻³. A layer 10 nm thick at that density holds 1.3×10¹¹ cm⁻², less than 1% of the boron charge. Beside the boron charge, mobile holes can be neglected in this case, but not when Φp approaches zero. Beside the much smaller charge of the substrate donors they do count, as noted in section 5.

## 8. Individual boron atoms

The uniform sheet is an average. One acceptor and its image give, at lateral distance r and depth z,

v(r) = (1/ε){1/√[r² + (z − d)²] − 1/√[r² + (z + d)²]}

The average over the plane is N ∫₀^∞ 2πr v dr. Since the integral of r/√(r² + a²) is √(r² + a²), and the two roots cancel at infinity,

⟨U⟩ = (2πN/ε)[(z + d) − |z − d|]

For z > d this is 4πNd/ε, the earlier Δ.

For independent random positions the variance is N ∫₀^∞ 2πr v² dr. Write a = z − d and b = z + d, with z > d. Up to a large radius R, the two squared terms contribute ln(R/a) + ln(R/b), and the cross term contributes −2 ln[2R/(a + b)]. The radius cancels:

σ² = (2πN/ε²) ln[(a + b)²/(4ab)] = (2πN/ε²) ln[z²/(z² − d²)]

A typical spacing of the boron, N^(−1/2), is 2.2 nm, greater than its depth. At z = 3 nm the spread is σ = 0.047 eV, nearly 2kT. Current depends exponentially on the barrier, so places with a low barrier carry more than their share. The uniform sheet gives the mean band edge, not the full distribution of current.

## 9. Weighing the contributions for a real contact

For the chosen numbers, the corrections stand beside Δ = 0.309 eV as follows:

- Metal screening: +0.181 eV in the shift.
- Interface states: −0.045 eV in the shift.
- Incomplete ionization at 300 K: −0.016 eV in the shift in mean field, about −0.03 eV with random positions.
- Tunnelling and reflection at the metal step: 0.03 to 0.05 eV added to the hole barrier, without image force and for the metal level 1 eV below the plateau; about 0.02 eV of this is reflection that occurs without the spike.
- Image force: 0.025 eV removed from the electron barrier and, as a rough estimate, 0.195 eV from the top of the hole spike, which makes tunnelling easier.
- Random positions: a spread of 0.047 eV at 3 nm.

They should not simply be added, because they influence one another. The first three change the common shift and preserve the sum of the plateau barriers. Tunnelling and the image force act on the carriers separately, so barriers inferred from currents need not sum to the gap.

The starting barriers are of the right rough size for nickel monosilicide on silicon. The sheet density and depth are model choices, since the active boron in a real contact is spread in depth and its amount depends on processing. Taken one at a time, the ideal metal surface is the assumption that affects the common shift most. Together the effects differ: with metal screening present and the boron fully ionized, the same interface states lower the shift by 0.20 eV, from 0.490 to 0.290 eV. A transistor's source or drain also differs in another way: the silicon behind the contact is heavily doped, so the bands bend within a few nanometres and the flat plateau is lost. The light n-type doping used here suits a test diode for the electron barrier better. On p-type silicon with 10¹⁶ cm⁻³ acceptors, the bulk valence edge would lie about 0.21 eV below the Fermi level, farther than on the plateau. Holes would then gather near the contact, and the plateau itself would be no barrier to them.

The field between metal and sheet is 3.1 MV/cm, about ten times the rough breakdown field of bulk silicon. It extends over only 1 nm, however, and a carrier gains at most 0.31 eV there. That is less than the gap, so this drop alone cannot supply the energy to create an electron–hole pair.

The main values used here are collected in the numerical output.

Calculated quantities

```
input relative permittivity: 11.7
input gap: 1.12 eV
input boron sheet: 2.0e+13 cm^-2, depth 1.0 nm
temperature 300 K, kT = 0.02585 eV
barriers without boron: electron 0.670, hole 0.450 eV
shift from formula: 0.3093 eV = 0.01137 hartree
shift from Poisson solution: 0.3093 eV
shift from broad layer, same centroid: 0.3093 eV
shift from point charges and images: 0.3093 eV
field between metal and sheet: 3.093 MV/cm
electron barrier beyond sheet: 0.9793 eV
hole barrier beyond sheet: 0.1407 eV
sum of barriers beyond sheet: 1.1200 eV
chain: electron 0.9793, hole 0.1407, sum 1.1200 eV
chain with gap 1.07 eV: sum 1.0700 eV
highest hole barrier, at interface: 0.4500 eV
hole mass 0.16 m_e: WKB transmission at plateau 0.219
  effective hole barrier: WKB 0.175, wave 0.173 eV
  electron barrier + effective hole barrier (wave): 1.152 eV
hole mass 0.50 m_e: WKB transmission at plateau 0.068
  effective hole barrier: WKB 0.200, wave 0.190 eV
  electron barrier + effective hole barrier (wave): 1.169 eV
substrate donors: 1.0e+16 cm^-3, bulk level 0.20 eV
substrate field: 0.0491 MV/cm
substrate energy drop over sheet depth: 0.0049 eV
image lowering of electron barrier: 0.0246 eV
image lowering of hole spike: 0.1951 eV, top then 0.2549 eV
metal screening length 0.05 nm adds to shift: 0.1810 eV
interface states: 2.0e+14 /(eV cm^2) at 0.3 nm
  change of shift by interface states: -0.0447 eV
mean boron spacing: 2.24 nm
random-position spread at 3.0 nm depth: 0.0473 eV
boron level above valence edge: 0.045 eV
ionized fraction at 300 K: 0.949, shift 0.2936 eV
ionized fraction at 400 K: 0.904, shift 0.2798 eV
valence density of states (rough): 3.0e+19 cm^-3
hole density beyond sheet: 1.30e+17 cm^-3
holes within 10 nm: 1.30e+11 cm^-2
```
